# Why some excited atomic levels rise in a static electric field

**Question**

I expected every level of an atom without a permanent dipole moment to go down in a static electric field. The field induces a dipole, the dipole has energy \(-\tfrac12\alpha F^2\), and the state is free to deform so as to lower its energy. But when I diagonalize a model atom in a field, one excited s level goes up, quadratically in \(F\). Another excited level, just below it, goes down. Is this a numerical fault? If not, what decides the direction, and is there any level for which the downward shift is guaranteed?

**Answer**

It need not be a fault. The expression \(-\tfrac12\alpha F^2\) is fine, but \(\alpha\) can be negative for an excited level. The argument that the state deforms to lower its energy is a variational one, and it protects the lowest level of each symmetry class that the field conserves.

**What fixes the sign**

I use atomic units and a field \(F\) along \(z\). An electron has charge \(-1\), so

\[
H(F)=H_0+Fz .
\]

For several electrons, \(z\) means \(\sum_i z_i\). The field conserves the projection \(M\) of the angular momentum on its axis, so each \(M\) can be treated as a separate block. Take a bound level \(n\), below the ionization threshold, that has definite parity and is nondegenerate within its block.

Parity reverses \(z\), so \(H(F)\) and \(H(-F)\) have the same spectrum, and \(E_n(F)\) is even in \(F\). To find the quadratic term, write the state as \(|n\rangle+F|\psi_1\rangle+\dots\), with \(\psi_1\) orthogonal to \(n\), and the energy as \(E_n+F\epsilon_1+F^2\epsilon_2+\dots\). The terms of first order in the Schrödinger equation are

\[
(H_0-E_n)|\psi_1\rangle+z|n\rangle=\epsilon_1|n\rangle .
\]

Projection on \(\langle n|\) gives \(\epsilon_1=\langle n|z|n\rangle=0\), by parity. Projection on another eigenstate \(\langle k|\) gives, with \(z_{kn}=\langle k|z|n\rangle\),

\[
\langle k|\psi_1\rangle=-\frac{z_{kn}}{E_k-E_n}.
\]

The second-order terms, projected on \(\langle n|\), give \(\epsilon_2=\langle n|z|\psi_1\rangle\). Inserting the coefficients and defining \(\alpha_n\) by \(\epsilon_2=-\alpha_n/2\), we get

\[
E_n(F)=E_n-\tfrac12\alpha_nF^2+O(F^4),\qquad
\alpha_n=2\sum_{k\ne n}\frac{|z_{kn}|^2}{E_k-E_n}. \tag{1}
\]

The sum includes the continuum. The numerators cannot be negative, so the denominators decide: higher levels push \(n\) down, and lower levels push it up. The level rises if the lower levels win this weighted sum. Merely having lower levels is not enough.

A negative \(\alpha_n\) also has a direct meaning. To first order in \(F\), the mean position is \(\langle z\rangle=2F\epsilon_2=-\alpha_nF\), so the dipole moment is \(-\langle z\rangle=\alpha_nF\). For negative \(\alpha_n\) the induced dipole points against the field. The classical picture of charges displaced from a stable equilibrium does not allow this, but a stationary excited state is not a minimum of the energy.

**What the variational argument does protect**

Suppose for now that \(H(F)\) is bounded below, as it is in a finite basis. The lowest energy in a block is

\[
E_0(F)=\min_\psi\,\langle\psi|H_0+Fz|\psi\rangle ,
\]

where \(\psi\) runs over the normalized states of that block. For a fixed \(\psi\) the expression is linear in \(F\). Let \(F=(1-t)F_1+tF_2\) with \(0\le t\le1\). Then, for every \(\psi\),

\[
\begin{aligned}
\langle H(F)\rangle&=(1-t)\langle H(F_1)\rangle+t\langle H(F_2)\rangle\\
&\ge(1-t)E_0(F_1)+tE_0(F_2).
\end{aligned}
\]

Since this holds for every \(\psi\), it holds for the one that minimizes the left side, so \(E_0(F)\) is no smaller than the right side. That is concavity. Setting \(F_1=-F_2\) and \(t=\tfrac12\), and using \(E_0(-F)=E_0(F)\), gives \(E_0(0)\ge E_0(F)\): the level cannot rise.

The guarantee therefore covers more than the ground level. The lowest level of each \(M\) block has it too, even if that level is an excited state of the atom.

For a higher level of the block, the minimum must be taken over states orthogonal to the lower eigenstates. Those eigenstates change with \(F\), so the set of allowed \(\psi\) changes as well. The trial state that was compared at \(F_1\) and \(F_2\) above may no longer be allowed there, and the proof stops.

A free atom needs one qualification. Far away on one side, \(Fz\) falls without limit, so the electron can tunnel out and \(H(F)\) has no lowest state. Concavity over a range of fields is then a statement about a confined atom or a finite basis. What remains for the free atom is equation (1): the lowest level of a block has no negative terms, so \(\alpha_0\ge0\).

**The same result from the curvature**

The curvature at nonzero field shows what happens to the other levels. Let \(|n\rangle\) and \(E_n\) now be the eigenstates and energies of \(H(F)\) in a finite basis, nondegenerate within the block, and let a prime mean \(d/dF\). Differentiating \((H-E_n)|n\rangle=0\) gives

\[
(H-E_n)|n'\rangle=-(z-E_n')|n\rangle .
\]

Projection on \(\langle n|\) makes the left side vanish, so \(E_n'=\langle n|z|n\rangle\). Projection on \(\langle k|\) gives \(\langle k|n'\rangle=-z_{kn}/(E_k-E_n)\). The phase of \(|n\rangle\) can be chosen so that \(\langle n|n'\rangle=0\). Differentiating \(E_n'\) once more,

\[
E_n''=2\,\mathrm{Re}\,\langle n|z|n'\rangle=-2\sum_{k\ne n}\frac{|z_{kn}|^2}{E_k-E_n}. \tag{2}
\]

For the lowest level every term is negative or zero, which is concavity again. For a level with others both below and above it, terms of both signs can occur, so neither concavity nor convexity is guaranteed.

Equation (1) also contains a balance. The pair \((n,k)\) contributes \(2|z_{kn}|^2/(E_k-E_n)\) to \(\alpha_n\) and the opposite amount to \(\alpha_k\). If the polarizabilities of the lowest \(K\) levels of a block are added, all pairs inside the group cancel:

\[
\sum_{n<K}\alpha_n=2\sum_{n<K}\sum_{k\ge K}\frac{|z_{kn}|^2}{E_k-E_n}\ \ge 0,
\]

with levels numbered from zero. One level may rise, but the sum of the lowest \(K\) energies does not rise at order \(F^2\).

**Two close levels**

Your pair of neighbours moving apart is what one strong coupling produces. Let two levels of opposite parity have mean energy \(\bar E\), gap \(\Delta\) and matrix element \(z_{12}\). The matrix

\[
\begin{pmatrix}\bar E-\Delta/2&Fz_{12}\\Fz_{12}^*&\bar E+\Delta/2\end{pmatrix}
\]

has eigenvalues obeying \((E-\bar E)^2-\Delta^2/4=F^2|z_{12}|^2\), so

\[
E_\pm=\bar E\pm\sqrt{\tfrac{\Delta^2}{4}+F^2|z_{12}|^2}. \tag{3}
\]

For \(F|z_{12}|\ll\Delta/2\) the root is \(\Delta/2+F^2|z_{12}|^2/\Delta\) to order \(F^2\). The upper level rises by \(F^2|z_{12}|^2/\Delta\), and the lower one falls by the same amount.

For \(\Delta=0\) the shifts are linear, \(\pm F|z_{12}|\), and equation (1) does not apply. Hydrogen with \(n=2\), \(M=0\), without fine structure, is an example. The functions are \((2-r)e^{-r/2}/\sqrt{32\pi}\) and \(r\cos\theta\,e^{-r/2}/\sqrt{32\pi}\). The angular integral of \(\cos^2\theta\) is \(4\pi/3\), so

\[
z_{12}=\frac{1}{32\pi}\,\frac{4\pi}{3}\int_0^\infty(2-r)\,r^4e^{-r}\,dr=\frac{48-120}{24}=-3 ,
\]

and the shifts are \(\pm3F\).

**A worked model**

Take one valence electron outside a core that acts differently on each orbital angular momentum \(l\). The radial Hamiltonian is

\[
h_l=-\frac12\frac{d^2}{dr^2}+\frac{L_l(L_l+1)}{2r^2}-\frac1r ,
\]

with round parameters \(L=0.6,\ 1.5,\ 1.9,\ 3.0\) for s, p, d, f. No particular element is meant.

To find the levels, put \(u=r^{L+1}e^{-\kappa r}P(r)\) and \(E=-\kappa^2/2\) into \(h_lu=Eu\). After the common factors are removed,

\[
rP''+2(L+1-\kappa r)P'+2\,[1-\kappa(L+1)]\,P=0 .
\]

A bound state needs \(P\) to be a polynomial, because a series that does not end grows like \(e^{2\kappa r}\). The other type of solution, which starts as \(r^{-L}\) at the origin, is not normalizable for the values of \(L\) used here. If the highest power is \(r^j\), its coefficient requires \(-2\kappa j+2-2\kappa(L+1)=0\). Hence \(\kappa=1/\nu\) with \(\nu=L+1+j\), and \(E=-1/(2\nu^2)\).

The field couples \(l\) to \(l\pm1\), so an s level couples to p levels alone. For the lowest four levels with \(M=0\), labelled by \(\nu\), equation (1) gives these values in atomic units:

| Level | Energy | From lower levels | From higher levels | \(\alpha\) |
|---|---|---|---|---|
| s(1.6) | −0.1953 | 0 | 74 | 74 |
| p(2.5) | −0.0800 | −62 | 7716 | 7654 |
| s(2.6) | −0.0740 | −6012 | 962 | −5050 |
| d(2.9) | −0.0595 | −1697 | 3108 | 1411 |

Three of these levels are excited, and one has a negative polarizability. The d level feels a substantial push from below, but the push from above is larger.

The s(2.6) level has a single lower level to couple to, p(2.5). The gap is \(\Delta=0.006036\) hartree and the matrix element is \(4.2596\) bohr, so this pair contributes

\[
-\frac{2\,(4.2596)^2}{0.006036}\approx-6012 ,
\]

which is the whole entry from below. The small gap makes it outweigh the \(+962\) from all higher p levels together.

The order of the levels can be reversed by changing \(L_p\) from 1.5 to 1.7. The lowest p level then has \(\nu=2.7\) and lies just above s(2.6), whose field-free energy is unchanged. No p level is left below it, so every term is positive, and its polarizability becomes \(+9558\).

The p(2.5) level with \(|M|=1\) illustrates the block rule. It lies above the ground level, but no s state has \(|M|=1\), so it is the lowest of its block. Its polarizability is \(+1274\). Over \(|F|\le3\times10^{-4}\), the computed curvature stays negative for this level and for s(1.6), and positive for s(2.6).

**Shifts at a definite field**

Take \(F=10^{-4}\) atomic units. To judge whether this is weak, consider the potential \(-1/r-Fr\) on the side where the field pulls the electron out. Its maximum is at \(r=1/\sqrt F\), with height \(-2\sqrt F\). This equals the energy \(E\) of the level when \(F=E^2/4\), which is \(1.37\times10^{-3}\) for s(2.6). The estimate ignores tunnelling, the level shift and the \(1/r^2\) term of the model, but the chosen field is about 14 times smaller.

For s(2.6) the quadratic formula gives

\[
-\tfrac12(-5050.3)(10^{-4})^2=+2.525\times10^{-5}\ \text{hartree},
\]

and diagonalization gives \(+2.508\times10^{-5}\) hartree, or \(+5.50\ \mathrm{cm^{-1}}\). By diagonalization, p(2.5) with \(M=0\) shifts by \(-8.36\ \mathrm{cm^{-1}}\) and s(1.6) by \(-0.08\ \mathrm{cm^{-1}}\). The three shifts add up to \(-2.94\ \mathrm{cm^{-1}}\), negative, as the balance requires at order \(F^2\).

The quadratic formula overestimates the rise by \(1.7\times10^{-7}\) hartree, about 0.7% of the shift. Most of this comes from the close pair. The next term in the expansion of (3) is \(-F^4|z_{12}|^4/\Delta^3\), which is \(-1.5\times10^{-7}\) hartree here. The quadratic law for this pair breaks down when \(F|z_{12}|\) approaches \(\Delta/2\), that is, near \(F=7\times10^{-4}\).

**Rydberg levels**

The same competition decides the sign for Rydberg levels, with much larger terms. If a neighbour whose \(l\) differs by one lies at \(\nu-\delta\), with small fixed \(\delta\), the gap is about \(\delta/\nu^3\). The classical turning point, where \(-1/r=-1/(2\nu^2)\), is at \(r=2\nu^2\), so the matrix element can be estimated as growing like \(\nu^2\). The contribution of that neighbour then grows roughly as \((\nu^2)^2\nu^3=\nu^7\), and its sign depends on whether the neighbour lies above or below.

So, before suspecting your code, look for levels of opposite parity and the same \(M\) below the one that rises, especially close ones, and evaluate the sum in (1). If that sum is negative, an upward shift in a weak field is what your matrices imply. The sum uses the same energies and matrix elements as the diagonalization, so those, and their convergence with the size of the basis, need a separate check. The numerical check checks the polarizabilities against diagonalization in the field and, for the two s levels, against a separate solution of the radial equation.

## Values computed for the example and the checks

```
L for channels s, p, d, f: [0.6, 1.5, 1.9, 3.0]
M=0 levels: energy (hartree); alpha from lower, higher levels, total (a.u.)
  s(1.6): -0.195312; 0.00, 73.73, 73.73
  p(2.5): -0.080000; -62.41, 7716.08, 7653.68
  s(2.6): -0.073964; -6012.40, 962.08, -5050.32
  d(2.9): -0.059453; -1696.93, 3107.63, 1410.69
alpha from radial grid, s(1.6): 73.73 a.u.
alpha from radial grid, s(2.6): -5050.3 a.u.
alpha of p(2.5), |M|=1: 1273.60 a.u.
gap s(2.6) - p(2.5): 0.006036 hartree
|<p(2.5)|z|s(2.6)>|: 4.2596 bohr
control, lowest p at nu=2.7: alpha of s(2.6) = 9557.7 a.u.
sum of alpha over lowest three M=0 levels: 2677.08 a.u.
curvature d2E/dF2 (a.u.), range for |F| up to 3.0e-04 a.u.:
  s(1.6): -73.76 to -73.73
  p(2.5), |M|=1: -1275.46 to -1273.61
  s(2.6): 3923.98 to 5041.63
field: 1.0e-04 a.u.
over-the-barrier field of s(2.6): 1.368e-03 a.u.
shift: diagonalization, -alpha F^2/2 (hartree); diagonalization (cm^-1)
  s(1.6): -3.6867e-07, -3.6866e-07; -0.0809
  p(2.5): -3.8099e-05, -3.8268e-05; -8.3617
  s(2.6): 2.5079e-05, 2.5252e-05; 5.5042
hydrogen 1s alpha: 4.50000 a.u.
hydrogen n=2, M=0 linear shift / F: +/- 3.00000 a.u.
```
